Bond Polarisation and the Schottky Barrier: Two Derivations of Tung's Expression

**Result**

Let a metal of work function Φ_M touch a dielectric of electron affinity χ and gap E_g. In the bond-polarisation model the electron barrier, from the metal Fermi level up to the conduction-band edge, is

Φ_n = γ(Φ_M − χ) + (1 − γ)E_g/2  (1)

γ = 1 − C/(E_g + κ), C = e²N_B d/ε  (2)

Here N_B is the number of interface bonds per area, d the distance between the two planes of bonded atoms, and ε = ε0 ε_it the permittivity of the interface region. The number κ measures Coulomb energy: when every bond passes q electrons from metal to dielectric, the Coulomb energy per bond is κq²/2. All energies are in eV, and q > 0 makes the dielectric plane negative.

The slope γ is dΦ_n/dΦ_M. At γ = 1 the barrier follows the Schottky–Mott rule Φ_M − χ; at γ = 0 it is pinned at midgap. The range 0 < γ < 1 requires 0 < C < E_g + κ.

Both derivations assume an ordered interface without defects, one permittivity for all Coulomb terms, and free-surface dipoles (contained in Φ_M and χ) that survive contact.

**First derivation: equal electrochemical potentials**

*Energy of the dielectric atom.* Relative to the neutral state, adding an electron changes the energy by −χ and removing one costs χ + E_g. Put a parabola E_D(n) = An + Bn²/2 through these points, n being the number of added electrons:

A + B/2 = −χ, −A + B/2 = χ + E_g.

The sum gives B = E_g; the difference gives A = −(χ + E_g/2). Hence

E_D(n) = −(χ + E_g/2)n + E_g n²/2.  (3)

The parabola is a model of an electron shared in a covalent bond. The metal atom gets the linear energy −Φ_M n_M, with no hardness of its own.

*Coulomb energy.* Each transferred charge is a Gaussian cloud of standard deviation s along each axis. Two clouds at distance r interact as K v(r), with

K = e²/(4πε), v(r) = erf(r/2s)/r, v(0) = 1/(s√π).

Let R run over the lattice of one plane, with the other plane's atoms directly opposite, and define

S = Σ_R v(R), X = Σ_R v(√(R² + d²)).

S includes R = 0, the self-repulsion of a cloud. This term belongs here because E_g is the cost of delocalised carriers, which contains no repulsion of a localised charge with itself. Per bond,

E_C = K[S(n_M² + n_D²)/2 + X n_M n_D].

The factor 1/2 counts each pair within a plane once. S and X each diverge, so both are first cut off at the same large radius. For n_D = q and n_M = −q,

E_C = K(S − X)q² = κq²/2, κ = 2K(S − X),  (4)

and the difference converges.

*Equilibrium.* Minimise the total energy under the neutrality constraint n_M + n_D = 0, with Lagrange multiplier μ. The derivatives with respect to n_M and n_D must both equal μ:

metal layer: −Φ_M + K(S n_M + X n_D) = −Φ_M − κq/2 = μ

dielectric layer: −(χ + E_g/2) + E_g q + κq/2 = μ.

These are the electrochemical potentials of the two layers. Equating them gives

q = (χ + E_g/2 − Φ_M)/(E_g + κ).  (5)

Electrons enter the dielectric when the metal Fermi level starts above midgap. The second derivative of the energy along q is E_g + κ, so (5) is a minimum if this is positive.

*Potential step.* Let U(z) be the plane-averaged potential energy of an electron, and n(z) the density of transferred electrons: +N_B q around z = d and −N_B q around z = 0. Poisson's equation reads U″ = −(e²/ε)n(z). The total charge vanishes, so U′ → 0 on both sides, and integration by parts gives

U(∞) − U(−∞) = ∫U′dz = −∫zU″dz = (e²/ε)∫z n dz = (e²/ε)N_B q d = Cq.

The cloud width drops out, because it does not change the dipole moment. For q > 0 the dielectric bands rise, and therefore

Φ_n = Φ_M − χ + Cq.  (6)

*Barrier.* Insert (5) and write 1 − γ = C/(E_g + κ):

Φ_n = (Φ_M − χ) − (1 − γ)(Φ_M − χ − E_g/2) = γ(Φ_M − χ) + (1 − γ)E_g/2,

which is (1) with (2).

**Second derivation: filling a spectrum of interface states**

Now no energy is assigned to integer charge states. Suppose instead that each bond contributes one state, spread uniformly in energy over the gap, and that the bond is neutral when filled up to midgap. The density of these states is N_B/E_g. If the Fermi level lies δ_loc above the local midgap, the added charge per bond is

q = δ_loc/E_g.  (7)

Far inside the dielectric, the Fermi level lies above midgap by

δ = E_g/2 − Φ_n.

The local and distant values differ for two reasons: the charge cloud of a bonded atom lies partly inside the potential step, not beyond it, and it feels the lateral variation of the potential, not only the plane average. The distant bands are raised by Cq relative to the metal interior. The interface states are taken to be filled from the bonded metal layer, so for them the potential difference between the two atomic sites, called κq, takes the place of Cq. Half of the difference (κ − C)q is the shift of the dielectric site against the distant bands, from the two causes just named. The other half is the like shift of the metal site against the metal interior, a weakness discussed below. Hence

δ_loc = E_g/2 − Φ_n − (κ − C)q.

Put this into (7) and collect q:

q = (E_g/2 − Φ_n)/H, H = E_g + κ − C.  (8)

The charge depends on the barrier, and by (6) the barrier depends on the charge. Together,

Φ_n = Φ_M − χ + (C/H)(E_g/2 − Φ_n).

Move the term in Φ_n to the left and multiply by H/(H + C):

Φ_n = [H/(H + C)](Φ_M − χ) + [C/(H + C)]E_g/2.

Since H + C = E_g + κ, the first factor is 1 − C/(E_g + κ) = γ, and (1) follows again. With D = N_B/H,

γ = 1/(1 + e²Dd/ε).  (9)

This is the form obtained for a constant density D of interface states. The bond-polarisation model responds like such a density; that equivalence is no evidence that a real interface has these states.

*The site potential from plane waves.* Here κ can be found without pair sums. Expand the transferred charge in lateral reciprocal-lattice vectors G and a normal wave number k. Its amplitude per area is

n_G(k) = N_B q exp[−s²(G² + k²)/2](e^(−ikd) − 1).

Poisson's equation gives the energy per area (e²/2ε)Σ_G∫(dk/2π)|n_G(k)|²/(G² + k²). Divide by N_B, set the result equal to κq²/2, and use |e^(−ikd) − 1|² = 2(1 − cos kd):

κ = (e²N_B/ε) Σ_G ∫(dk/2π) 2(1 − cos kd) exp[−s²(G² + k²)]/(G² + k²).  (10)

The site potentials are +κq/2 and −κq/2, since the two planes carry opposite charges of equal shape, so their difference is κq, as used above. The integrand is nowhere negative, so κ > 0 for these clouds.

The G = 0 term is the energy of laterally uniform layers. A thin sheet gives a potential proportional to −|z|. Averaging |z| over two Gaussian profiles gives

f(z) = z erf(z/2s) + (2s/√π)exp(−z²/4s²), f(0) = 2s/√π,

κ_uniform = C[f(d) − f(0)]/d.

The terms with G ≠ 0 add a positive corrugation part, the cost of gathering the charge on atoms.

**What each derivation assumes**

The first starts from an energy, the second from an occupation. They agree because the uniform spectrum is the derivative of the parabola: filling levels that rise from midgap at the rate E_g per electron costs

∫₀^q [−(χ + E_g/2) + E_g q′]dq′ = −(χ + E_g/2)q + E_g q²/2,

which is (3). The uniform spectrum covers the gap for |q| ≤ 1/2, while the parabola was drawn for |q| ≤ 1.

The energy route also decides stability. With separate charges on all 32 sites of a 4 × 4 cell, for the example below, the lowest curvature under neutral changes of charge is 1.73 eV. It is positive, so equal transfer on all bonds is a minimum in that cell. Solving for equal electrochemical potentials on those sites and integrating Poisson's equation numerically reproduced (1) to rounding error at four work functions.

The occupation route shows what the parabola implies: states throughout the gap. Join the three integer charge states by straight segments instead. The energy per bond is then

(Φ_M − χ)q + κq²/2 for q > 0,

(χ + E_g − Φ_M)|q| + κq²/2 for q < 0.

For a metal Fermi level inside the gap both brackets are positive, so the minimum is at q = 0 and γ = 1. Pinning in this model rests on fractional charge sharing.

Both routes also share a weakness. They balance the two bonded layers but not the metal interior. With the energy zero midway between the planes, the interior Fermi level is −Φ_M − Cq/2, whereas the metal layer sits at −Φ_M − κq/2. Equation (6) refers to the interior. The mismatch (C − κ)q/2 arises because the shape of the metal's charge is held fixed instead of relaxing.

A hardness Y_M of the metal layer adds Y_M q²/2 to the energy. It changes the metal-layer potential to −Φ_M − Y_M q − κq/2 and replaces E_g + κ by E_g + Y_M + κ in (5) and (2). The choice Y_M = (C − κ)/2 removes the mismatch formally. It is a positive hardness only when κ < C, which in the example below needs s above about 0.05 nm.

**Worked example: a metal gate on HfO2**

Take rough typical values: E_g = 5.8 eV, χ = 2.5 eV, ε_it = 4 (electronic response), and a cubic cell of 0.51 nm with one bond per Hf atom of a (001) plane. The Hf atoms form a square lattice of side a = 0.51/√2 = 0.361 nm, so N_B = 1/a² = 7.69 nm⁻². Let d = 0.20 nm. The cloud width s = 0.06 nm is a model choice.

With K = 0.360 eV nm,

C = 4πK N_B d = 4π × 0.360 × 7.69 × 0.20 = 6.96 eV.

The uniform and corrugation parts of κ are 4.62 and 1.09 eV, together 5.71 eV; the pair sum (4) gives the same value. Hence

E_g + κ = 11.51 eV, γ = 1 − 6.96/11.51 = 0.40.

For Φ_M = 4.6 eV,

q = (2.5 + 2.9 − 4.6)/11.51 = 0.070 electrons per bond,

Cq = 0.48 eV,

Φ_n = 2.10 + 0.48 = 2.58 eV.

The hole barrier is 5.80 − 2.58 = 3.22 eV. Work functions of 4.1 and 5.2 eV give electron barriers of 2.39 and 2.82 eV. A change of 1.1 eV in the metal thus moves the barrier by 0.44 eV. At Φ_M = 5.4 eV the Fermi level meets midgap, no charge flows, and the barrier is 2.9 eV whatever γ is.

The equivalent density of states follows from H = 11.514 − 6.957 = 4.56 eV: D = 7.69 × 10¹⁴/4.56 = 1.7 × 10¹⁴ eV⁻¹ cm⁻².

The metal-interior mismatch is (6.96 − 5.71) × 0.070/2 ≈ 0.04 eV. Removing it takes Y_M = 0.62 eV, which gives γ = 1 − 6.96/12.14 = 0.43 and a barrier of 0.43 × 2.1 + 0.57 × 2.9 ≈ 2.56 eV. This repair changes the barrier by about 0.02 eV, but it is not the only one. If deeper metal layers of the same clouds exchange charge with the bonded layer, the mismatch also vanishes, and the dipole moment shrinks as well: γ ≈ 0.45 and the barrier is 2.54 eV, a change of about 0.045 eV.

**Why κ needs the whole Coulomb energy**

Replace the clouds by point charges, drop the self-repulsion, and keep the full lattice sum. Then κ = −1.12 eV and γ = 1 − 6.96/4.68 = −0.49: a larger work function would lower the electron barrier. The attraction between facing point charges is counted in full, while the cost of localising them is missing.

Now stop the same sum at nearest neighbours, four in the plane and one across:

κ = 2K(4/a − 1/d) = 4.39 eV, γ = 0.32.

This value looks reasonable, but the full sum shows that truncation produced it. Equation (2) therefore needs a κ that contains the complete sum and the self-repulsion. This alone does not guarantee 0 < γ < 1, as the case of a small gap below shows.

**Limits and sensitivity**

Both C and κ vary as 1/ε_it. Writing C = C₁/ε_it and κ = κ₁/ε_it gives

γ = 1 − C₁/(ε_it E_g + κ₁),

so γ → 1 for strong screening: the dipole still forms, but its potential step vanishes.

For thin, laterally smooth sheets κ = C and γ = E_g/(E_g + C), which would be 5.8/12.76 = 0.45 here. In the opposite direction, let the gap shrink with all else fixed. Once E_g < C − κ = 1.24 eV, γ becomes negative and the model with these clouds fails. It cannot be continued to a narrow-gap semiconductor without new interface parameters.

The following changes are made one at a time, at Φ_M = 4.6 eV:

- Cloud width 0.05 or 0.07 nm: γ = 0.46 or 0.35, barrier 2.53 or 2.62 eV.
- Plane distance 0.18 or 0.22 nm: γ = 0.42 or 0.38, barrier 2.57 or 2.60 eV.
- Dielectric atoms above the hollows of the metal lattice: γ = 0.42, barrier 2.57 eV.
- Permittivity 3 or 10: γ = 0.31 or 0.66, barrier 2.65 or 2.38 eV.

Permittivity has the largest effect in this list, but it is also varied over the widest range; for equal relative changes the cloud width matters about as much. The value 10 represents a partial response of the ions, which the electronic value leaves out.

The neutral level need not lie at midgap. If it lies Φ₀ below the conduction band, Φ₀ replaces E_g/2 in (1). A shift of 0.5 eV then moves the barrier by (1 − γ) × 0.5 = 0.30 eV, so this assumption matters as much as the screening.

**Beside a real gate stack**

The gap, affinity and work functions are in the usual range for HfO2 gates, but real films are often amorphous or monoclinic rather than cubic, and the bond density and distance are idealised. The calculated γ = 0.40 is a model value; it should not be read as a measured slope. Real devices break the assumption of a clean interface: oxygen vacancies and interlayers add dipoles of their own. A sheet of 10¹³ charges per cm² at 0.5 nm from the metal, screened by a static permittivity of 20, shifts the bands by 0.045 eV on average over the interface. The charges are about 3 nm apart, so within a nanometre or so of the sheet the shift varies strongly from place to place. The average shift is proportional to both density and distance, so ten times the density would give 0.45 eV, comparable with the bond dipole itself.

When the bias drives electrons from the metal into the dielectric, the image force lowers the barrier. At distance x from the metal, an electron in a field F (here eF, in eV/nm) has the extra energy −K/(4x) − Fx. Its maximum is at x = √(K/F)/2, where the lowering is √(KF). At 3 MV/cm, or 0.3 eV/nm, this is √(0.360 × 0.3) = 0.33 eV, to be subtracted from Φ_n when emission over the barrier is considered.

For a rough mass m of 0.2 free-electron masses, and counting only the conduction band, the density of a gap state at the metal Fermi level falls by a factor e over ħ/(2√(2mΦ_n)) = 0.14 nm. Near midgap the valence band matters too: a symmetric two-band model replaces Φ_n by Φ_n(1 − Φ_n/E_g) in this formula and gives 0.18 nm. Either length is comparable with d, so two separate planes of charge are a coarse picture. The thermal energy at 400 K, 0.034 eV, is small beside the barrier. Divided by d, the potential step of 0.48 eV corresponds to a field of 24 MV/cm. That is the value for thin sheets; the width of the clouds spreads part of the step beyond the two planes and makes the field between them smaller. This field acts over atomic distances and should not be compared with the breakdown field of a thick film.

The numerical output below gives the values to more digits than the model's input deserves.

Computed results

```
gap 5.80 eV, affinity 2.50 eV
interface permittivity 4.0 (relative)
cubic cell 0.510 nm, bond lattice side 0.3606 nm
plane distance 0.200 nm, cloud width 0.060 nm
bond density 7.689 nm^-2 = 7.689e+14 cm^-2
Coulomb constant / permittivity 0.3600 eV nm
dipole constant C 6.9570 eV per electron per bond
kappa, Fourier 5.7136 eV
kappa, pair sum 5.7136 eV
kappa, uniform part 4.6202 eV
kappa, corrugation part 1.0934 eV
gap + kappa 11.5136 eV
gamma 0.3958 (no unit)
softest neutral mode 1.7347 eV
WF 4.10 eV: transfer +0.1129 electrons/bond
  Schottky-Mott 1.600 eV, step +0.7855 eV
  electron barrier 2.3855 eV, hole 3.4145 eV
WF 4.60 eV: transfer +0.0695 electrons/bond
  Schottky-Mott 2.100 eV, step +0.4834 eV
  electron barrier 2.5834 eV, hole 3.2166 eV
WF 5.20 eV: transfer +0.0174 electrons/bond
  Schottky-Mott 2.700 eV, step +0.1208 eV
  electron barrier 2.8208 eV, hole 2.9792 eV
WF 5.40 eV: transfer +0.0000 electrons/bond
  Schottky-Mott 2.900 eV, step -0.0000 eV
  electron barrier 2.9000 eV, hole 2.9000 eV
largest formula-supercell difference 1.3e-15 eV
equivalent state density 1.688e+14 eV^-1 cm^-2
point charges, full sum: kappa -1.123 eV
  gamma -0.487
point charges, nearest only: kappa 4.386 eV
  gamma 0.317
straight segments: transfer 0.0
variations: gamma, electron barrier at WF 4.60 eV
  cloud width 0.05 nm: 0.457, 2.534 eV
  cloud width 0.07 nm: 0.346, 2.623 eV
  plane distance 0.18 nm: 0.418, 2.566 eV
  plane distance 0.22 nm: 0.376, 2.599 eV
  hollow registry: 0.418, 2.566 eV
  permittivity 3: 0.309, 2.653 eV
  permittivity 10 (ions respond): 0.656, 2.375 eV
  metal hardness 1.0 eV: 0.444, 2.545 eV
image lowering at 3.0 MV/cm: 0.329 eV
charged defects 1e+13 cm^-2 at 0.5 nm,
  static permittivity 20: 0.045 eV
gap-state decay length, mass 0.2 m0: 0.136 nm
thermal energy at 400 K: 0.0345 eV
mean dipole field, WF 4.60 eV: 24.2 MV/cm
```
